# Reflectance anisotropy from slab polarizabilities and the leak of bulk critical points, part 2

A model crystal with a cubic bulk and an anisotropic top layer reflects normally incident light polarized along \(x\) and \(y\) differently. The question is how bulk critical points, singularities of \(\chi(\omega)\), enter the relative differences \(\Delta r/r\) of the amplitude and \(\Delta R/R\) of the reflectance \(R=|r|^2\).

Algebra is in Gaussian atomic units, numbers in eV and Å; fields vary as \(e^{-i\omega t}\). With \(k=\omega/c\), bulk dielectric function \(\varepsilon_b=n^2\) and \(\chi=\varepsilon_b-1=1/(A-iB)\), the leading-order results are \(\Delta r/r=-2ikX\) and \(\Delta R/R=4k\operatorname{Im}X\) with \(X=\Delta/\chi\). Here \(\Delta=\sigma_x-\sigma_y=4\pi(\alpha^{hs}_{xx}-\alpha^{hs}_{yy})\), with \(\alpha^{hs}\) the half-slab polarizability; a supercell of length \(L\) gives \(4\pi\alpha^{hs}=L(\varepsilon_{sc}-1)/2\).

For a local profile with the origin in front of all matter, \(\varepsilon_s\) is the excess over \(\varepsilon_b\) (\(-\chi\) in vacuum), \(\sigma=\int\varepsilon_s\,dz\), \(\mu=\int z\,\varepsilon_s\,dz\) and \(\Delta\mu=\mu_x-\mu_y\). The relative correction to \(\Delta r/r\) (the second-order bracket) is \(ikn[2\Delta\mu/\Delta+(\sigma_x+\sigma_y)/\chi]\).

The full solution ("exact" in the output) is a recursion for sheets of strength \(s_l\) and spacing \(a\), without expansion in \(k\). A bulk stack acts as a continuum beginning \(a/2\) before its first sheet. Entries at \(k/16\) and \(k/32\) reduce \(k\) by hand at fixed response.

The lattice is simple cubic, with a flat valence level at zero and conduction bands \(E_{\mathbf q}=E_0-2t(\cos q_x+\cos q_y+\cos q_z)\), \(\mathbf q\) being the wavevector times \(a\). With \(\zeta=\omega+i\eta\), \(\eta\) the broadening, and dipole length \(d\),
\[ \chi=S\left\langle\frac1{E_{\mathbf q}-\zeta}+\frac1{E_{\mathbf q}+\zeta}\right\rangle_{\mathbf q},\qquad S=\frac{8\pi d^2}{a^3}, \]
the second term being antiresonant. Parameters: \(a=3\) Å, \(d=1\) Å, \(E_0=5\) eV, \(t=0.4\) eV, \(S=13.404\) eV. The top-layer level is shifted by \(\delta=-1.2\) eV for \(x\) only.

In a slab the conduction Hamiltonian is \(H=E_0+e_\parallel+h\), with \(e_\parallel=-2t(\cos q_x+\cos q_y)\) and \(h\) a chain of \(N\) sites with hopping \(-t\) and shifted end levels. \(s_l\) is \(Sa\) times the layer-\(l\) diagonal element of \((H-\zeta)^{-1}+(H+\zeta)^{-1}\), averaged over \(q_x,q_y\).

### The singularity of the denominator

The gradient of \(E_{\mathbf q}\) vanishes where each \(q_i\) is 0 or \(\pi\). A point with \(j\) components equal to \(\pi\) has energy \(E_j=E_0-6t+4tj\) and is a maximum along \(j\) axes; there are \(N_j=1,3,3,1\) such points \(M_j\), at 2.6, 4.2, 5.8 and 7.4 eV. The antiresonant term is analytic there. For \(\operatorname{Im}\zeta>0\) the resonant term is \(1/(E-\zeta)=i\int_0^\infty e^{i(\zeta-E)\tau}d\tau\), as the lower limit shows, and the zone average of \(e^{-iE\tau}\) is a product of three one-dimensional averages; this form was used as an independent test of \(\chi\). A finite range of \(\tau\) gives an entire function of \(\zeta\), so singularities come from large \(\tau\), where each average is dominated by its stationary points. Near \(q=0\), \(-2t\cos q=-2t+tq^2\), and near \(\pi\) it is \(2t-tq^2\) in the deviation \(q\). The Fresnel integral gives
\[ \int\frac{dq}{2\pi}\,e^{\mp itq^2\tau}=\frac{e^{\mp i\pi/4}}{\sqrt{4\pi t\tau}}, \]
with the upper sign for a minimum. For \(3-j\) minima and \(j\) maxima the phase is \(e^{-3i\pi/4}e^{ij\pi/2}=i^je^{-3i\pi/4}\). With \(u=E_j-\zeta\), one point contributes \(I=i\,i^je^{-3i\pi/4}(4\pi t)^{-3/2}\int\tau^{-3/2}e^{-iu\tau}d\tau\). A derivative in \(u\) brings down \(-i\tau\) and makes the integral converge at zero, so that it can be extended there at the price of an entire function. Since \(\operatorname{Re}(iu)=\eta>0\), \(\int_0^\infty\tau^{-1/2}e^{-iu\tau}d\tau=\sqrt\pi\,(iu)^{-1/2}\). For \(-\pi<\arg u<0\) the principal branch has \((iu)^{-1/2}=e^{-i\pi/4}u^{-1/2}\). The phases combine to \(i(-i)\,i^je^{-i\pi}=-i^j\), the magnitude is \(\sqrt\pi/(4\pi t)^{3/2}=1/(8\pi t^{3/2})\), and so \(\partial_uI=-i^j/(8\pi t^{3/2}\sqrt u)\). Integration in \(u\) gives
\[ \chi_{\rm sing}=-c_j\sqrt{E_j-\zeta},\qquad c_j=\frac{SN_j\,i^j}{4\pi t^{3/2}} . \]
The next order of stationary phase is smaller by \(1/(t\tau)\) and gives a term \(u^{3/2}\). At \(M_0\) above threshold and for \(\eta\to0\), \(\sqrt u=-i\sqrt{\omega-E_0+6t}\), so \(\operatorname{Im}\chi\) rises as a square root. With \(\partial_\omega u=-1\),
\[ \partial_\omega\chi_{\rm sing}=\frac{c_j}{2\sqrt u},\qquad \partial^2_\omega\chi_{\rm sing}=\frac{c_j}{4u^{3/2}} . \]
Here \(S/(4\pi t^{3/2})=4.2163\) eV\(^{-1/2}\). The second derivative of \(\chi\) by finite differences at \(\omega=E_j\), \(\eta=0.002\) eV, was tested against this expression; the ratio is \(1.000\) with an imaginary part of at most 0.002 at the four points. Double primes in the numerical output denote \(\partial_\omega^2\).

### The singularity of the numerator

Let \(G(w)=(w-h)^{-1}\) for the semi-infinite chain, and \(\Delta{\rm Tr}G\) the change of its trace when the end level is shifted by \(\delta\). Since \((H\mp\zeta)^{-1}=-G(\pm\zeta-E_0-e_\parallel)\),
\[ \Delta=-Sa\left\langle\Delta{\rm Tr}G(\zeta-E_0-e_\parallel)+\Delta{\rm Tr}G(-\zeta-E_0-e_\parallel)\right\rangle_\parallel . \]
Let \(g\) be the end-site element of \(G\) for the unshifted chain. Eliminating all sites but the first leaves the self-energy \(t^2g\), because the remainder is the same chain, so \(g=1/(w-t^2g)\), or \(t^2g^2-wg+1=0\). The root with \(g\to1/w\) at infinity is \(g=(w-\rho)/(2t^2)\), \(\rho=\sqrt{w-2t}\sqrt{w+2t}\). A site of the infinite chain has two such neighbours, so \(G_b=1/(w-2t^2g)=1/\rho\). The shift is of rank one, \(\det(w-h-\delta|1\rangle\langle1|)=\det(w-h)\,(1-\delta g)\), and \({\rm Tr}G=\partial_w\ln\det(w-h)\) because the determinant is the product of \(w\) minus the eigenvalues. Hence \(\Delta{\rm Tr}G=-\delta\,\partial_wg/(1-\delta g)\). The derivative of the quadratic is \((2t^2g-w)\partial_wg=g\), so \(\partial_wg=-gG_b\), and
\[ \Delta{\rm Tr}G=G_b\,f,\qquad f=\frac{\delta g}{1-\delta g}. \]
The zone sum of this closed form was tested against \(\Delta\) from the eigenvalues of a thick symmetric slab.

The pole at \(g=1/\delta\) lies, by the quadratic, at \(w=\delta+t^2/\delta\). The two roots have product \(1/t^2\) and the physical one is the smaller, so the pole needs \(|\delta|>t\). It is the surface state, at \(-1.2-0.1333=-1.3333\) eV. With \(E_0\) and \(e_\parallel\) added, its band runs from 2.067 to 5.267 eV with a saddle at 3.667 eV. It accounts for the absorption at 2.3 eV, and its singular energies lie more than 0.5 eV from every \(E_j\).

The branch points at \(w=\mp2t\) are those of the bulk chain. Because \(g\) is linear in \(\rho\) and \(\rho^2=w^2-4t^2\) is a polynomial, \(f=f_e(w)+\rho f_o(w)\) with \(f_e,f_o\) analytic at an edge, provided \(1-\delta g\neq0\) there. Then \(\Delta{\rm Tr}G=f_e/\rho+f_o\). The term \(f_o\) has no edge singularity. In the first term \(f_e\) equals its edge value plus a correction linear in the distance from the edge. At the edges \(\rho=0\) and \(g=\mp1/t\), so the inverse-square-root singularity of \(a\,\Delta{\rm Tr}G\) is that of \(G_b\) times
\[ \ell_{\rm low}=-\frac{a\delta}{t+\delta},\qquad \ell_{\rm up}=\frac{a\delta}{t-\delta}. \]
The numbers are \(\ell_{\rm low}=3\times1.2/(-0.8)=-4.5\) Å and \(\ell_{\rm up}=3\times(-1.2)/1.6=-2.25\) Å. The length has a direct meaning. At the lower edge energy \(-2t\) the chain equation \(-t(\varphi_{l+1}+\varphi_{l-1})=-2t\varphi_l\) has the solution \(\varphi_l=l-l_0\). The end condition \(\delta\varphi_1-t\varphi_2=-2t\varphi_1\) reads \((\delta+2t)(1-l_0)=t(2-l_0)\), so \(l_0=\delta/(\delta+t)\). The node sits at \(l_0=0\) without the shift and at \(l_0=1.5\) with it. For band-edge states the crystal seen by \(x\) light is shorter by \(1.5a\), and \(\ell_{\rm low}=-al_0\).

In the \(\tau\) representation \(G_b\) supplies the \(q_z\) factor of the bulk average, its edge singularities being the tails \(\tau^{-1/2}\) from \(q_z=0\) and \(q_z=\pi\). In \(\Delta\) the in-plane factors are the same and each tail is multiplied by its \(\ell\). The points of one \(M_j\) contribute equally to \(\chi_{\rm sing}\), and the fraction of them with \(q_z=\pi\) is \(j/3\), since the \(j\) components equal to \(\pi\) are spread evenly over three axes. Therefore
\[ \Delta_{\rm sing}=\ell_j\chi_{\rm sing}+O(u^{3/2}),\qquad \ell_j=\frac{(3-j)\ell_{\rm low}+j\ell_{\rm up}}3 , \]
which is \(-4.5,-3.75,-3.0,-2.25\) Å. The tested ratios \(\partial^2_\omega\Delta/\partial^2_\omega\chi\) at \(\eta=0.002\) eV have real parts \(-4.500,-3.751,-3.000,-2.250\) Å and imaginary parts of at most 0.013 Å in modulus. In this model the slab polarizability difference thus carries each bulk critical point with the same square root as the bulk.

### How the two combine

Define \(Y=\Delta-\ell_j\chi\), which has no \(\sqrt u\) term at \(M_j\). Then, as an identity,
\[ X=\ell_j+\frac Y\chi , \]
and since \(\ell_j\) is real for real \(\delta\), \(\Delta R/R=4k\operatorname{Im}(Y/\chi)\) at leading order in \(k\), the order to which this whole subsection works. The singular part of the numerator is a displacement of the dividing plane. For \(X\), the statement that critical points leak through the denominator holds at leading singular order once the weight is taken to be \(Y\); with the weight \(\Delta\) it holds when \(\ell_j=0\). Writing \(\chi=\chi_c+\chi_{\rm sing}+O(u)\) and expanding \(1/\chi\) to first order gives
\[ \left(\frac{\Delta R}{R}\right)_{\rm sing}=-4k\operatorname{Im}\left[\frac{Y}{\chi_c^2}\,\chi_{\rm sing}\right]. \]
At this order in \(k\) the leak has the exponent of the bulk singularity, the weight \(|Y|/|\chi_c|^2\), and a line shape in which \(\arg(Y/\chi_c^2)\) mixes the real and imaginary parts of \(\chi_{\rm sing}\).

The second derivative isolates it. At \(\omega=E_j\), \(u=-i\eta\), and \(\partial^2_\omega X=Y\partial^2_\omega\chi^{-1}+2\partial_\omega Y\,\partial_\omega\chi^{-1}+\chi^{-1}\partial^2_\omega Y\). The last two terms grow as \(\eta^{-1/2}\), since \(\partial_\omega Y\) is finite and \(\partial_\omega^2u^{3/2}\propto u^{-1/2}\). In the first, \(\partial^2_\omega\chi^{-1}=-\partial^2_\omega\chi/\chi^2+2(\partial_\omega\chi)^2/\chi^3\) has terms in \(\eta^{-3/2}\) and \(\eta^{-1}\) that come from \(\chi_{\rm sing}\) alone when \(\chi\) and \(Y\) are evaluated at the same \(\eta\). So, with relative error \(O(\eta)\),
\[ \partial_\omega^2X\simeq YQ,\qquad Q=-\frac{c_j}{4u^{3/2}\chi^2}+\frac{c_j^2}{2u\chi^3}. \]

At \(M_1\) with \(\eta=0.002\) eV, \(c_1=3i\times4.2163=12.649i\) and \(u^{-3/2}=e^{3i\pi/4}/(8.944\times10^{-5})\), in powers of eV. Thus \(c_1/(4u^{3/2})\) has modulus 35355 and phase \(90^\circ+135^\circ=225^\circ\), and \(c_1^2/(2u)=(-160.0)/(-0.004i)=-40000i\). From \(\chi=11.846+14.837i\), \(|\chi|=18.99\) and \(\arg\chi=51.4^\circ\). The first term of \(Q\) has modulus \(35355/360.5=98.1\) and phase \(45^\circ-102.8^\circ\), which is \(52.3-83.0i\). The second has modulus \(40000/6844=5.84\) and phase \(270^\circ-154.2^\circ\), which is \(-2.5+5.3i\). So \(Q=(49.7-77.7i)\) eV\(^{-2}\). The weight is \(Y=(-54.35-10.00i)+3.75(11.846+14.837i)=(-9.93+45.64i)\) Å, and \(YQ=(3054+3041i)\) Å/eV\(^2\) against \(3056+3071i\) from finite differences. The error in modulus relative to the latter is 0.0069, and 0.0305 at \(\eta=0.008\) eV. The ratio is 4.4 where a purely linear law gives 4; the test demands a ratio above 2. The curvature of the formula \(4k\operatorname{Im}X\) is about \(0.008514\times3071=26\) eV\(^{-2}\), the derivative of \(k\) adding a term of order \(\eta^{-1/2}\). At so small a broadening the full solution departs from this value, for the reason given in the last subsection. With \(\Delta\) in place of \(Y\) the product is about \(-3480+3730i\), a relative error of 1.52. Most of it lies in the real part; the imaginary part, which \(\Delta R/R\) measures, is too large by about a fifth. Here \(\arg Y=102.3^\circ\) nearly cancels \(\arg\chi^2=102.8^\circ\), so in \(\operatorname{Im}X\) the leak is an inverted copy of the kink in \(\varepsilon_2\). The derivation gives no reason for this cancellation.

At \(M_0\) the same steps, with \(c_0=4.2163\) and \(\chi=10.130+0.135i\), give \(Q=79.2-79.1i\). With \(Y=(1.67+29.85i)+4.5\chi=(47.25+30.46i)\) Å the prediction is \(6149-1324i\) against \(6169-1324i\), an error of 0.0031, and 0.0137 at the larger broadening. With \(\Delta\) as weight the imaginary part is \(1.67\times(-79.1)+29.85\times79.2\approx+2230\), which has the wrong sign; the relative error in modulus is 0.81. At \(M_2\) and \(M_3\) the amplitudes and \(\ell_j\) were tested, and the curvature of \(X\) was not.

### A transparent adlayer

The pure denominator case is a sheet with real constant strengths \(s_x=3\) Å and \(s_y=1\) Å, a distance \(a\) in front of a stack of ideal bulk sheets. Then \(\Delta=2\) Å, \(\ell_j=0\), and \(\Delta R/R=-4kB\Delta\). At 4.2 eV and \(\eta=0.05\) eV this is \(-0.008514\times0.04704\times2=-0.000801\), against \(-0.000825\) from the full solution. Over 1.5 to 8 eV the largest deviation is 0.022 of the largest modulus of the formula.

The second-order bracket accounts for the difference. With the origin at the adlayer, vacuum extends to \(a/2\), so \(\sigma=s-\chi a/2\), \(\Delta\mu=0\), and the correction is \(ikn[(s_x+s_y)/\chi-a]\). The root of \(11.2826+13.3177i\) is \(n=3.791+1.757i\), and \(4(0.03632-0.04704i)-3=-2.855-0.188i\). Their product is \(-10.49-5.73i\), and multiplication by \(0.002128i\) gives \(0.0122-0.0223i\). With \(X=0.07264-0.09408i\), the corrected imaginary part is \(-0.09408\times1.0122-0.07264\times0.0223=-0.0968\) Å, and \(0.008514\times(-0.0968)=-0.00082\).

At \(M_1\) with \(\eta=0.002\) eV the predicted curvature is \(2\ \text{Å}\times Q=(99.5-155.4i)\) Å/eV\(^2\); the full solution, divided by \(-2ik\), gives \(98.6-157.9i\). The cause was tested directly. For \(\eta=0.02\) eV the curvature of \(\Delta R/R\) in a window around \(M_1\) peaks at 4.196 eV with modulus 0.0465 eV\(^{-2}\), and with \(\varepsilon_b\) frozen at its value at 4.2 eV it falls to \(2.6\times10^{-6}\) eV\(^{-2}\). A peak slightly off \(E_1\) is expected: \(|u|^{-3/2}\) is largest at \(E_1\), but the phase of \(u^{-3/2}\) turns with \(\omega\), so the imaginary part is stationary there just when \(Q\Delta\) is purely imaginary.

### Where the critical-point result fails

A finite slab has discrete chain levels. A wave of velocity \(v\le2ta\) decays as \(e^{-\eta z/v}\), so the round trip between the faces is damped by \(e^{-N\eta/t}\) at fixed \(q_x,q_y\) in the least damped case, which is \(e^{-3}\) for \(N=24\) and \(\eta=0.05\) eV. The computed signal at 4.2 eV converges faster: 0.01806, 0.01770, 0.01772 and 0.01772 for \(N=6,12,24,48\), with 0.01454 throughout at 2.3 eV. That the in-plane average dephases the round-trip term is a conjecture.

The result describes \(X\), and it describes the reflectance only while the next order in \(k\) is small, which fails as \(\eta\to0\) at fixed \(k\). Since \(G_{l1}=g(-tg)^{l-1}\), the shift changes the diagonal element on layer \(l\) by \(\delta g^2(tg)^{2(l-1)}/(1-\delta g)\). The quadratic gives \(1-t^2g^2=g\rho\), so the sum over \(l\) is \(G_bf\) as before, while the sum weighted by \(l\) is \(\delta/[(1-\delta g)\rho^2]\), a simple pole at each edge. In the \(\tau\) representation the pole has a tail \(\tau^0\) and the two in-plane factors give \(\tau^{-1}\), so \(\Delta\mu\) contains \(\ln u\). The other term of the bracket has the same singularity. For the unshifted chain \(G_{ll}=G_b[1-(tg)^{2l}]\), so the termination changes the trace by \(-t^2g/\rho^2\), again a simple pole at each edge; it cancels in \(\Delta\) but not in \(\sigma_x+\sigma_y\), which therefore contains \(\ln u\) as well. Both curvatures grow as \(\eta^{-2}\), and relative to the \(\eta^{-3/2}\) of the leak each correction scales as \(k|n|a\sqrt{t/\eta}\). The two can oppose each other: at \(M_1\) with \(\eta=0.002\) eV the \(\Delta\mu\) term adds \(+24.8\) eV\(^{-2}\) to the curvature of \(\Delta R/R\) and the \(\sigma_x+\sigma_y\) term \(-27.7\) eV\(^{-2}\), while at \(M_0\) they add \(+10.3\) and \(+0.1\) eV\(^{-2}\). At \(M_1\) the curvature of \(\Delta R/R\) from the formula and from the full solution is 0.24 and 0.23 eV\(^{-2}\) at \(\eta=0.05\) eV, but 26.1 and 19.4 eV\(^{-2}\) at \(\eta=0.002\) eV; at \(M_0\) with \(\eta=0.002\) eV it is \(-7.1\) and \(+0.4\) eV\(^{-2}\). These values are not part of the numerical output below. The second-order bracket accounts for the difference at \(\eta=0.05\) eV. At \(\eta=0.002\) eV it gives 23.2 eV\(^{-2}\) at \(M_1\), short of the full solution, and \(+3.4\) eV\(^{-2}\) at \(M_0\), beyond it, so higher orders in \(k\) contribute there as well.

At \(\delta=-t\), where the surface state splits off, \(\ell_{\rm low}\) diverges and the edge expansion of \(f\) breaks down; at \(\delta=+t\) the same holds for \(\ell_{\rm up}\). The count of orders also assumes that no surface-band singularity lies within a few \(\eta\) of \(E_j\). A complex \(\delta\) makes \(\ell_j\) complex; the identity for \(X\) survives, and \(4k\operatorname{Im}\ell_j\) adds a smooth term. A perturbation that shifts the critical energy by \(\Delta E\ll\eta\) for one polarization over a depth \(D\) long enough for a local bulk response gives \(\Delta\simeq D[\chi(\omega-\Delta E)-\chi(\omega)]\simeq-D\,\Delta E\,\partial_\omega\chi\). This varies as \(u^{-1/2}\), which no constant \(\ell\) removes, and the numerator then holds the stronger singularity; that case was not computed. The numerical output follows.

## Numbers as computed

```
a=3.0 A, d=1.0 A, E0=5.0 eV, t=0.4 eV, delta=-1.2 eV, eta=0.05 eV
hbar c = 1973.27 eV A, e^2 = 14.3996 eV A, S = 13.4038 eV
bulk M0..M3 (eV): 2.600 4.200 5.800 7.400
surface chain level -1.3333 eV; band bottom, saddle, top (eV): 2.0667 3.6667 5.2667
max error dr/r over 1.5-8 eV: 0.0382 (k), 0.00246 (k/16), 0.00123 (k/32)
max error dR/R over 1.5-8 eV: 0.0367 (k), 0.00118 (k/32)
w=2.3 eV: k=0.001166 1/A, eps_b=8.9262+0.1784i, A=0.12610, B=0.00284
  Delta=14.935+25.060i A = 28.223+47.357i bohr
  4kA*ImDelta=0.01473, -4kB*ReDelta=-0.00020
  dR/R formula=0.01454, exact=0.01451, Rx=0.25214, Ry=0.24850
w=4.2 eV: k=0.002128 1/A, eps_b=11.2826+13.3177i, A=0.03632, B=0.04704
  Delta=-47.701-4.468i A = -90.141-8.444i bohr
  4kA*ImDelta=-0.00138, -4kB*ReDelta=0.01911
  dR/R formula=0.01772, exact=0.01729, Rx=0.42427, Ry=0.41700
slab N=6: dR/R = 0.01454 (2.3 eV), 0.01806 (4.2 eV)
slab N=12: dR/R = 0.01454 (2.3 eV), 0.01770 (4.2 eV)
slab N=24: dR/R = 0.01454 (2.3 eV), 0.01772 (4.2 eV)
slab N=48: dR/R = 0.01454 (2.3 eV), 0.01772 (4.2 eV)
supercell N=30, L=180 A, 4.2 eV: eps_sc=5.6353+6.5792i, 4 pi alpha_hs=417.18+592.13i A
ell_low = -4.500 A, ell_up = -2.250 A
S/(4 pi t^1.5) = 4.2163 eV^-1/2
M0, eta=0.002 eV: ell=-4.500 A, Delta''/eps''=-4.500-0.013i A, eps''/sing=1.000-0.002i
  chi=10.130+0.135i, Delta=1.67+29.85i A, Y=47.25+30.46i A
  (Delta/chi)''=6169-1324i, predicted 6149-1324i A/eV^2
  error 0.0137 (eta 0.008), 0.0031 (0.002), without ell 0.811
M1, eta=0.002 eV: ell=-3.750 A, Delta''/eps''=-3.751-0.008i A, eps''/sing=1.000-0.001i
  chi=11.846+14.837i, Delta=-54.35-10.00i A, Y=-9.93+45.64i A
  (Delta/chi)''=3056+3071i, predicted 3054+3041i A/eV^2
  error 0.0305 (eta 0.008), 0.0069 (0.002), without ell 1.516
M2, eta=0.002 eV: ell=-3.000 A, Delta''/eps''=-3.000-0.005i A, eps''/sing=1.000+0.001i
M3, eta=0.002 eV: ell=-2.250 A, Delta''/eps''=-2.250-0.001i A, eps''/sing=1.000+0.002i
adlayer s_x=3.0 A, s_y=1.0 A: max error of -4kB*Delta = 0.0216
adlayer dR/R at 4.2 eV: formula -0.000801, exact -0.000825
adlayer M1 curvature, eta=0.002 eV: Maxwell 98.6-157.9i, predicted 99.5-155.4i A/eV^2
adlayer, eta=0.02 eV: max |(dR/R)''|=0.0465 1/eV^2 at 4.196 eV
same with eps_b frozen: 2.6e-06 1/eV^2
```
